**Hartree energy of an inversion layer: eigenvalue sum against total energy**

The program tests E = S − U for a model inversion layer at zero temperature, where E is the total Hartree energy, S the sum of all occupied one-electron energies including in-plane motion, and U half the integral of the electron density times the potential energy the electrons produce. It solves the Schrödinger and Poisson equations self-consistently and asserts that S − U agrees with a total built from orbital gradients, the in-plane kinetic energy, the depletion potential and the field energy. It also asserts the Poisson solution against an explicit kernel sum, and the in-plane filling against a count of plane waves in a large box. Further assertions cover the slope dE/dN, which must equal the Fermi level, the stationarity of E when an empty subband is mixed in, and the balance of kinetic and potential energy under stretching; the same assertions require that S, or a functional with 2U, misses each of these. A second bookkeeping, with the counter-charge as an external sheet, must return the same total, and doubling the mesh spacing must change the energy by less than 0.2 meV per electron. The output shows S = 244.7 meV, U = 52.4 meV and E = 192.3 meV per electron. The slope of E is 289.7 meV, equal to the Fermi level, while that of S is 389.4 meV.

## Check in Python

```python
"""Hartree energy of an inversion layer at zero temperature.

Result under test: E = S - U, where
  S = sum of all occupied one-electron energies (in-plane motion included),
  U = (1/2) integral n(z) V_s(z) dz, electrostatic energy of the electrons
      with their counter-charge at the interface z = 0,
  E = kinetic energy + depletion-field energy + U.
V_s is the potential energy made by the electrons, V_d that of the depletion
charge; both vanish at z = 0. Internal units: eV and nm, energies per area.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

MASS_Z, MASS_PAR, EPS_R = 0.5, 0.1, 12.0
N_ELECTRON, N_DEPL = 0.05, 0.015          # nm^-2
LENGTH = 30.0                             # nm
HB2_2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
COUPLING = const.e / (const.epsilon_0 * EPS_R) * 1e9        # e^2/eps, eV nm
DOS = MASS_PAR / (2 * np.pi * HB2_2M)     # two spins, 1/(eV nm^2)


def subbands(potential, h, count=8):
    t = HB2_2M / MASS_Z / h**2
    levels, vectors = eigh_tridiagonal(
        2 * t + potential, -t * np.ones(len(potential) - 1),
        select='i', select_range=(0, count - 1))
    return levels, vectors / np.sqrt(h)


def fill(levels, density):
    """Zero-temperature filling of two-dimensional parabolas."""
    for k in range(1, len(levels) + 1):
        mu = (density / DOS + levels[:k].sum()) / k
        if k == len(levels) or mu <= levels[k]:
            break
    return mu, DOS * np.maximum(mu - levels, 0.0)


def charge_beyond(n, h):
    return np.cumsum(n[::-1])[::-1] * h


def electron_potential(n, h):
    """Integrate Poisson's equation twice: zero value at wall, zero far field."""
    return COUPLING * h * np.cumsum(charge_beyond(n, h))


def components(psi, occ, z, h):
    """Energies from the definition: gradients, depletion field, field energy."""
    padded = np.vstack([np.zeros(psi.shape[1]), psi, np.zeros(psi.shape[1])])
    gradient = np.diff(padded, axis=0) / h
    t_z = HB2_2M / MASS_Z * np.sum(gradient**2 @ occ) * h
    n = psi**2 @ occ
    v_d = COUPLING * N_DEPL * np.sum(z * n) * h
    u = 0.5 * COUPLING * np.sum(charge_beyond(n, h)**2) * h
    return t_z, v_d, u


def solve(density, h=0.025):
    z = h * np.arange(1, int(round(LENGTH / h)))
    v_dep = COUPLING * N_DEPL * z
    v_s = np.zeros_like(z)
    for iteration in range(500):
        levels, psi = subbands(v_dep + v_s, h)
        mu, occ = fill(levels, density)
        n = psi**2 @ occ
        change = electron_potential(n, h) - v_s
        if np.max(np.abs(change)) < 1e-10:
            break
        v_s = v_s + 0.4 * change
    else:
        raise RuntimeError("self-consistency not reached")
    t_z, v_d, u = components(psi, occ, z, h)
    t_par = np.sum(occ**2) / (2 * DOS)
    return dict(z=z, h=h, levels=levels, psi=psi, mu=mu, occ=occ, n=n,
                v_s=v_s, t_z=t_z, v_d=v_d, u=u, t_par=t_par,
                total=t_z + t_par + v_d + u,
                eigsum=np.sum(occ * levels) + t_par)


r = solve(N_ELECTRON)
z, h, n, occ, psi = r['z'], r['h'], r['n'], r['occ'], r['psi']
n_occ = int(np.sum(occ > 0))
assert 2 <= n_occ < len(occ)

# Eigenvalue sum minus half the electron potential energy = direct energy.
half_nv = 0.5 * np.sum(n * r['v_s']) * h
corrected = r['eigsum'] - half_nv
assert abs(corrected - r['total']) < 1e-7 * r['total']

# Explicit kernel sum against the twice-integrated Poisson equation.
kernel_v = COUPLING * h * (np.minimum.outer(z, z) @ n)
assert np.max(np.abs(kernel_v - r['v_s'])) < 1e-8

# Count plane waves in a large square box: density and eigenvalue sum.
side = 2000.0
m = np.arange(-300, 301)
k2 = (2 * np.pi / side)**2 * (m[:, None]**2 + m[None, :]**2)
in_plane = HB2_2M / MASS_PAR * k2
box_density = box_sum = 0.0
for level in r['levels'][:n_occ]:
    energies = level + in_plane[level + in_plane < r['mu']]
    box_density += 2 * len(energies) / side**2
    box_sum += 2 * energies.sum() / side**2
assert abs(box_density / N_ELECTRON - 1) < 5e-3   # finite-box counting noise
assert abs(box_sum / r['eigsum'] - 1) < 5e-3

# Adding electrons: only the corrected total has the Fermi level as slope.
step = 0.005 * N_ELECTRON
up, down = solve(N_ELECTRON + step), solve(N_ELECTRON - step)
slope_total = (up['total'] - down['total']) / (2 * step)
slope_sum = (up['eigsum'] - down['eigsum']) / (2 * step)
assert abs(slope_total / r['mu'] - 1) < 2e-4
assert abs(slope_sum / r['mu'] - 1) > 0.05

# Mix the first empty subband into the lowest one.
def mixed_energies(angle):
    trial = psi.copy()
    trial[:, 0] = np.cos(angle) * psi[:, 0] + np.sin(angle) * psi[:, n_occ]
    t_z, v_d, u = components(trial, occ, z, h)
    return np.array([t_z + v_d + u, t_z + v_d + 2 * u])


angle = 1e-3
mix_slopes = (mixed_energies(angle) - mixed_energies(-angle)) / (2 * angle)
assert abs(mix_slopes[0]) < 1e-3 * abs(mix_slopes[1])

# Stretching along z: twice the kinetic energy = depletion energy + one U.
virial_one = (r['v_d'] + r['u']) / (2 * r['t_z'])
virial_two = (r['v_d'] + 2 * r['u']) / (2 * r['t_z'])
assert abs(virial_one - 1) < 2e-3                 # finite mesh
assert abs(virial_two - 1) > 0.05

# Other bookkeeping: external counter-charge sheet and bare electron kernel.
bare = -0.5 * COUPLING * h * (np.abs(np.subtract.outer(z, z)) @ n)
external = COUPLING * (N_DEPL + 0.5 * N_ELECTRON) * z
bare_levels, _ = subbands(external + bare, h)
_, bare_occ = fill(bare_levels, N_ELECTRON)
bare_sum = np.sum(bare_occ * bare_levels) + np.sum(bare_occ**2) / (2 * DOS)
bare_u = 0.5 * np.sum(n * bare) * h
assert abs(bare_sum - bare_u - r['total']) < 1e-7 * r['total']
assert bare_u < 0 and bare_sum < r['total']

# Mesh error.
coarse = solve(N_ELECTRON, h=0.05)
mesh_change = 1000 * (coarse['total'] - r['total']) / N_ELECTRON
assert abs(mesh_change) < 0.2

per = 1000 / N_ELECTRON                          # to meV per electron
false_cure = r['eigsum'] - half_nv - 0.5 * r['v_d']


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("mass along z", MASS_Z, "m0")
show("in-plane mass", MASS_PAR, "m0")
show("relative permittivity", EPS_R, "(no unit)", 1)
show("electron density N", 100 * N_ELECTRON, "1e12 cm^-2")
show("depletion density N_d", 100 * N_DEPL, "1e12 cm^-2")
show("coupling e^2/eps", 1000 * COUPLING, "meV nm", 1)
show("density of states per subband", DOS / 10, "1e12 cm^-2 per meV", 5)
show("mesh spacing", h, "nm", 3)
show("length of z interval", LENGTH, "nm", 1)
print("occupied subbands:", n_occ)
for i in range(n_occ + 1):
    show(f"subband {i} energy", 1000 * r['levels'][i], "meV")
    show(f"subband {i} density", 100 * occ[i], "1e12 cm^-2", 3)
show("Fermi level mu", 1000 * r['mu'], "meV")
show("mean distance from interface", np.sum(z * n) * h / N_ELECTRON, "nm", 3)
print("Energies per electron:")
show("kinetic, along z", per * r['t_z'], "meV")
show("kinetic, in plane", per * r['t_par'], "meV")
show("depletion field", per * r['v_d'], "meV")
show("U from field energy", per * r['u'], "meV")
show("U from half of n V_s", per * half_nv, "meV")
show("sum N_i E_i only", per * np.sum(occ * r['levels']), "meV")
show("full eigenvalue sum S", per * r['eigsum'], "meV")
show("direct total E", per * r['total'], "meV")
show("S - U", per * corrected, "meV")
show("excess of S over E", 100 * (r['eigsum'] / r['total'] - 1), "percent")
show("false cure, whole potential halved", per * false_cure, "meV")
show("box count of S", per * box_sum, "meV")
print("Tests of the total:")
show("slope dE/dN", 1000 * slope_total, "meV")
show("slope dS/dN", 1000 * slope_sum, "meV")
show("(depletion + U)/(2 T_z)", virial_one, "(no unit)", 4)
show("(depletion + 2U)/(2 T_z)", virial_two, "(no unit)", 4)
show("mixing slope with U", per * mix_slopes[0], "meV/rad", 4)
show("mixing slope with 2U", per * mix_slopes[1], "meV/rad", 4)
show("bare-kernel eigenvalue sum", per * bare_sum, "meV")
show("bare electron-electron term", per * bare_u, "meV")
show("bare-kernel corrected total", per * (bare_sum - bare_u), "meV")
show("change of E on doubled mesh spacing", mesh_change, "meV", 4)
print("all good")
```

Running it gives:

```
mass along z: 0.50 m0
in-plane mass: 0.10 m0
relative permittivity: 12.0 (no unit)
electron density N: 5.00 1e12 cm^-2
depletion density N_d: 1.50 1e12 cm^-2
coupling e^2/eps: 1507.9 meV nm
density of states per subband: 0.04177 1e12 cm^-2 per meV
mesh spacing: 0.025 nm
length of z interval: 30.0 nm
occupied subbands: 2
subband 0 energy: 187.37 meV
subband 0 density: 4.277 1e12 cm^-2
subband 1 energy: 272.43 meV
subband 1 density: 0.723 1e12 cm^-2
subband 2 energy: 326.97 meV
subband 2 density: 0.000 1e12 cm^-2
Fermi level mu: 289.74 meV
mean distance from interface: 2.024 nm
Energies per electron:
kinetic, along z: 49.09 meV
kinetic, in plane: 45.04 meV
depletion field: 45.79 meV
U from field energy: 52.40 meV
U from half of n V_s: 52.40 meV
sum N_i E_i only: 199.67 meV
full eigenvalue sum S: 244.71 meV
direct total E: 192.31 meV
S - U: 192.31 meV
excess of S over E: 27.25 percent
false cure, whole potential halved: 169.42 meV
box count of S: 244.56 meV
Tests of the total:
slope dE/dN: 289.74 meV
slope dS/dN: 389.42 meV
(depletion + U)/(2 T_z): 0.9999 (no unit)
(depletion + 2U)/(2 T_z): 1.5336 (no unit)
mixing slope with U: -0.0000 meV/rad
mixing slope with 2U: -22.3156 meV/rad
bare-kernel eigenvalue sum: 168.40 meV
bare electron-electron term: -23.91 meV
bare-kernel corrected total: 192.31 meV
change of E on doubled mesh spacing: -0.0085 meV
all good
```
